# Why the Kerker Factor Has a Floor, and When It Destabilizes Metals

**Question.** A self-consistent-field (SCF) loop can damp long-wavelength density changes with the Kerker factor. Why replace that factor by

\[
P(q)=\max\!\left[\frac{A\,q^2}{q^2+q_0^2},\;A_{\min}\right],\qquad 0<A_{\min}<A,
\]

when the damping was introduced to suppress long waves in the first place? And in how long a cell does the floor \(A_{\min}\) make a metal diverge?

**Answer.** The mechanism lies in how strongly the electrons answer a long density wave. An error \(\delta\rho\) of wave number \(q\) creates a Hartree potential proportional to \(\delta\rho/q^2\). In a metal, charge flows freely, and the response to this potential overshoots by a factor that grows as \(1/q^2\). The mixer must take correspondingly small steps. In an insulator, charge can only polarize, and the response stays in proportion to the error. There the small steps have nothing to compensate, and the error merely decays slowly. The floor removes this slowness, but it also removes protection that a metal needs.

## What one step does to an error

I use Rydberg atomic units, in which the kinetic energy is \(q^2\) and \(e^2=2\). The Coulomb interaction is then \(v(q)=4\pi e^2/q^2=8\pi/q^2\). Exchange and correlation are left out, so the electrons interact through the Hartree potential alone.

Let the loop turn an input density \(\rho\) into an output density \(F[\rho]\), with solution \(\rho_*=F[\rho_*]\). For a small error \(\delta\rho=\rho-\rho_*\), the potential changes by \(v\,\delta\rho\). If \(\chi_0\) is the density response of independent electrons, the output changes by \(\chi_0v\,\delta\rho\). The residual is therefore

\[
R=F[\rho]-\rho=\chi_0v\,\delta\rho-\delta\rho=-\varepsilon\,\delta\rho,
\qquad \varepsilon=1-\chi_0v .
\]

The mixer sets \(\rho_{\rm new}=\rho+PR\). Subtracting \(\rho_*\) gives

\[
\delta\rho_{\rm new}=(1-P\varepsilon)\,\delta\rho .
\]

A mode with eigenvalue \(\lambda\) of \(P\varepsilon\) is multiplied by \(1-\lambda\) at each step.

These eigenvalues are real and positive. In a crystal, \(\chi_0\) is a matrix in the wave numbers \(q+G\), where \(G\) is a reciprocal lattice vector:

\[
\chi_{0,GG'}=\frac{2}{\Omega}\sum_{k,n,m}\frac{f_n-f_m}{e_n-e_m}\,M_GM_{G'}^*,
\qquad M_G=\langle nk|e^{-i(q+G)z}|m,k{+}q\rangle .
\]

Here \(\Omega\) is the volume, the 2 counts spin, and \(f\) and \(e\) are occupations and energies, with \(n\) taken at \(k\) and \(m\) at \(k+q\). Occupation does not increase with energy, so each fraction is negative or zero. The matrix \(M_GM_{G'}^*\) has no negative eigenvalue, hence \(-\chi_0\ge0\). The component of zero wave number is excluded, because the total charge is fixed.

Both \(P\) and \(v\) are diagonal and commute. Conjugating with \(v^{1/2}\), and then with \(P^{-1/2}\), gives

\[
v^{1/2}P\varepsilon v^{-1/2}=P\tilde\varepsilon,\qquad
P^{-1/2}(P\tilde\varepsilon)P^{1/2}=P^{1/2}\tilde\varepsilon P^{1/2},
\]

\[
\tilde\varepsilon=1-v^{1/2}\chi_0v^{1/2}\ge1 .
\]

The last matrix in the first line is Hermitian and positive, and conjugation preserves eigenvalues. The combined conjugation is by \(P^{-1/2}v^{1/2}\), so the quantity that a step shrinks or stretches by at most \(\max|1-\lambda|\) is the weighted norm \(\left[\sum_G (v/P)\,|\delta\rho_G|^2\right]^{1/2}\). The unweighted size of \(\delta\rho\) may rise for a few steps even in a convergent loop. All errors die out in the long run if and only if \(|1-\lambda|<1\) for every mode, which for positive \(\lambda\) means

\[
\lambda_{\max}<2 .
\]

The condition number \(\kappa=\lambda_{\max}/\lambda_{\min}\) answers a different question: how fast can the loop be if the whole mixer is rescaled to \(\alpha P\)? The worst factor is smallest when the two extreme modes are equally bad, \(1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1\). This gives

\[
\alpha=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
1-\alpha\lambda_{\min}=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{\kappa-1}{\kappa+1}.
\]

So \(\lambda_{\max}\) decides whether a given fixed step converges, and \(\kappa\) decides how well the best fixed step can do.

## Long waves in a metal and in an insulator

The longest wave in a cell of length \(L\) has \(q=2\pi/L\).

In a uniform metal, a slowly varying potential \(\delta V\) acts as a local shift of the chemical potential \(\mu\). The density becomes \(n(\mu-\delta V)\), so \(\chi_0\to-\partial n/\partial\mu\) and

\[
\varepsilon\to1+\frac{k^2}{q^2},\qquad k^2=8\pi\frac{\partial n}{\partial\mu}.
\]

With the pure Kerker factor,

\[
P\varepsilon\to\frac{Aq^2}{q^2+q_0^2}\,\frac{q^2+k^2}{q^2}
=A\,\frac{q^2+k^2}{q^2+q_0^2}\;\longrightarrow\;A\,\frac{k^2}{q_0^2}\quad(q\to0).
\]

The two singular factors cancel, so \(\lambda\) stays bounded as the cell grows. For \(k>q_0\) it rises toward \(Ak^2/q_0^2\), and lengthening the cell does no harm only if this limit lies below 2.

In an insulator, only pairs of one filled and one empty state contribute to \(\chi_0\). For \(G=0\) their overlap is \(\langle u_{nk}|u_{m,k+q}\rangle\), where \(u\) is the periodic part of the Bloch state. It vanishes at \(q=0\) by orthogonality. Since the filled space varies smoothly with \(k\), the squared overlaps of one filled state with all empty ones sum to at most \(Cq^2\), for some constant \(C\). The energy denominators are at least the gap \(E_g\). The filled state may sit at \(k\) or at \(k+q\), which doubles the count, so with \(n\) the electron density

\[
|\chi_{0,00}|\le 2n\,\frac{Cq^2}{E_g}.
\]

Multiplying by \(8\pi/q^2\) leaves a finite number. The elements of \(\tilde\varepsilon\) that couple \(G=0\) to other \(G\) are then finite too, by the Cauchy–Schwarz inequality for the positive matrix \(\tilde\varepsilon-1\). The dielectric matrix of an insulator thus stays bounded as the cell grows.

Now let \(p=P(2\pi/L)\) be the pure Kerker factor of the longest wave. The inverse matrix \(P^{-1/2}\tilde\varepsilon^{-1}P^{-1/2}\) has the element \([\tilde\varepsilon^{-1}]_{00}/p\), which diverges as \(p\to0\). Its couplings to the other components grow only as \(p^{-1/2}\), and they correct the largest eigenvalue by a term of order \((p^{-1/2})^2/p^{-1}=1\). Hence

\[
\lambda_{\min}\to p\,\varepsilon_M\to A\,\varepsilon_M\frac{(2\pi/L)^2}{q_0^2},
\qquad \varepsilon_M=\frac{1}{[\tilde\varepsilon^{-1}]_{00}} .
\]

Here \(\varepsilon_M\) is the macroscopic dielectric constant, including the local fields that couple different \(G\). The smallest eigenvalue falls as \(1/L^2\), and \(\kappa\) grows as \(L^2\). This is a stall, not a divergence, because \(1-\lambda_{\min}\) approaches 1 from below.

## What the floor repairs

The floor takes over where \(Aq^2=A_{\min}(q^2+q_0^2)\), that is, below

\[
q_c=q_0\sqrt{\frac{A_{\min}}{A-A_{\min}}} .
\]

Since \(A_{\min}\le P\le A\) and \(\tilde\varepsilon\ge1\), any unit vector \(x\) obeys

\[
A_{\min}\le x^\dagger P x\le x^\dagger P^{1/2}\tilde\varepsilon P^{1/2}x\le A\,\tilde\varepsilon_{\max},
\]

where \(\tilde\varepsilon_{\max}\) is the largest eigenvalue of \(\tilde\varepsilon\). Therefore

\[
\lambda_{\min}\ge A_{\min},\qquad \kappa\le\frac{A}{A_{\min}}\,\tilde\varepsilon_{\max}.
\]

For an insulator the right-hand side does not grow with \(L\). This is the reason for the floor. Both bounds rest on \(\tilde\varepsilon\ge1\), which holds for the Hartree interaction alone. An attractive exchange-correlation kernel can push \(\varepsilon\) somewhat below 1 at short wavelengths, and the bounds are then no longer strict.

It is not a guarantee of stability. The largest eigenvalue is at least the diagonal element \(A_{\min}\tilde\varepsilon_{00}\), which is at least \(A_{\min}\varepsilon_M\). An insulator with \(A_{\min}\varepsilon_M>2\) therefore diverges at fixed step once the cell is long enough.

## What the floor breaks

In the uniform metal the modes with \(q<q_c\) now have

\[
\lambda=A_{\min}\left(1+\frac{k^2}{q^2}\right),
\]

which grows without limit as \(q\) falls. For long cells the longest wave sets \(\lambda_{\max}=A_{\min}(1+k^2L^2/4\pi^2)\), so \(\kappa\) grows as \(L^2\). Setting \(\lambda=2\) gives

\[
\frac{k^2}{q^2}=\frac{2}{A_{\min}}-1=\frac{2-A_{\min}}{A_{\min}},
\]

and with \(q=2\pi/L\),

\[
L^*=\frac{2\pi}{k}\sqrt{\frac{2-A_{\min}}{A_{\min}}} .
\]

This assumes that the Kerker branch is itself stable. The two branches agree at \(q_c\), so \(\lambda(q_c)<2\), and the crossing then lies below \(q_c\), where the floor formula applies. In a metal with a lattice potential, \(\lambda_{\max}\) is at least \(A_{\min}\tilde\varepsilon_{00}\), so the instability is present at the latest when that product reaches 2.

## Numbers for one crystal, metallic and insulating

Consider parallel wires with a cell of 5 bohr along the wire, 25 bohr² of area per wire, and two electrons per cell. Electrons move along the wires, and their charge is spread evenly across them, so the density varies in one direction and \(v=8\pi/q^2\) holds. Without a lattice potential this is a uniform metal, taken at \(kT=0.01\) Ry. A self-consistent potential \(0.3\cos(2\pi z/a)\) Ry, with \(a\) the cell length along the wire, opens a gap of 0.299 Ry and makes it an insulator with \(\varepsilon_M=6.04\). The mixer has \(A=0.5\), \(q_0=0.7\) bohr⁻¹ and \(A_{\min}=0.1\), so the floor acts below

\[
q_c=0.7\sqrt{0.1/0.4}=0.35\ \text{bohr}^{-1},
\]

or in cells longer than 18 bohr. The condition numbers from the full dielectric matrix are:

| \(L\) (bohr) | metal, Kerker | metal, floor | insulator, Kerker | insulator, floor |
|---:|---:|---:|---:|---:|
| 20 | 1.49 | 1.49 | 2.29 | 2.03 |
| 40 | 1.49 | 4.62 | 5.19 | 2.50 |
| 160 | 1.49 | 70.3 | 62.8 | 3.09 |
| 640 | 1.49 | 1122 | 985 | 3.14 |

The floor exchanges the roles of the two materials. In the metal without a floor, the largest eigenvalue, 0.70, comes not from the longest wave, whose limit is \(Ak^2/q_0^2=0.52\), but from the peak of the one-dimensional response at \(q=2k_F\). The value 1.49 therefore belongs to this model and to \(kT=0.01\) Ry (about 1600 K). It rises logarithmically as the temperature falls, but it does not depend on \(L\). At 640 bohr the stalled mode of the insulator without a floor has

\[
\lambda_{\min}\approx\frac{0.5\times6.036\times(2\pi/640)^2}{0.49}=5.94\times10^{-4},
\]

against \(5.93\times10^{-4}\) from the matrix. Reducing this mode a thousandfold at the given step would take about \(\ln(1000)/\lambda_{\min}\approx12{,}000\) steps. With the floor, all eigenvalues of the insulator lie between 0.28 and 0.88. The product \(A_{\min}\varepsilon_M=0.60\) is not the smallest eigenvalue, for two reasons. The formula \(p\,\varepsilon_M\) required \(p\to0\), and the floor prevents that limit, so the lowest eigenvalue of the longest wave is 0.39. The overall minimum, 0.28, belongs to another wave, at \(q=0.353\) bohr⁻¹, just above \(q_c\). There \(P\) is still close to \(A_{\min}\), while \(1/[\tilde\varepsilon^{-1}]_{00}\) has fallen to about 3.05. The general bound on \(\kappa\), 36, is safe but far from tight here.

For the metal, \(\partial n/\partial\mu=0.02028\) bohr⁻³ Ry⁻¹ gives \(k=0.714\) bohr⁻¹, and

\[
L^*=\frac{2\pi}{0.7138}\sqrt{\frac{1.9}{0.1}}=8.80\times4.36=38.4\ \text{bohr}=20.3\ \text{Å}.
\]

A root search with the Bloch-state response gives 38.3 bohr. For floors of 0.05 and 0.2 the formula gives 55.0 and 26.4 bohr, and the search 54.9 and 26.2 bohr. The formula is slightly high because it uses the \(q\to0\) response, while the response of these one-dimensional electrons grows with \(q\). Neglecting the small temperature, the sum for \(\chi_0\) over \(|k'|<k_F=\pi/a\), with \(S\) the area per wire, is

\[
\chi_0=\frac{2}{S}\int_{-k_F}^{k_F}\frac{dk'}{2\pi}\left[\frac{1}{q(2k'-q)}-\frac{1}{q(2k'+q)}\right]=-\frac{1}{\pi Sq}\ln\left|\frac{2k_F+q}{2k_F-q}\right|\approx-\frac{1}{\pi Sk_F}\left(1+\frac{q^2}{12k_F^2}\right),
\]

using \(\ln\frac{1+x}{1-x}\approx2x+\tfrac23x^3\) with \(x=q/2k_F\). The prefactor is \(\partial n/\partial\mu\), so the second term adds the positive constant \(k^2/12k_F^2\approx0.11\) to \(\varepsilon\). It replaces \(2/A_{\min}-1=19\) by 18.89 and lowers \(L^*\) to 38.3 bohr, as the search finds. The constant matters less when \(2/A_{\min}\) is large, in line with the smaller relative discrepancy at smaller floors. Its sign belongs to this one-dimensional model.

The nonlinear SCF loop, started from the known solution plus a small error in the longest wave, shows the threshold directly. At 35 bohr the longest wave has \(\lambda=1.692\), and the error is multiplied by \(1-\lambda=-0.692\) per step, so it alternates in sign and shrinks. At 40 bohr it has \(\lambda=2.176\), and the alternating error grows in size by a factor of 1.176 per step, or tenfold in about 14 steps. This growth law holds while the error is small enough for the linear theory. Without the floor, the longest wave of the same 40-bohr cell shrinks by a factor of 0.478 per step. The slowest mode of that cell is a short wave, untouched by the floor, with \(\lambda\approx2.176/4.615=0.47\) and a factor of about 0.53.

The insulator at 40 bohr converges both ways. Starting from an error in the longest wave, a thousandfold reduction of the unweighted density error takes 74 steps without the floor and 20 with it. The slowest factors for that wave, 0.887 and 0.637, would alone give 58 and 15 steps. The extra steps arise because the local fields first turn the long-wave error into errors at \(q+G\). The unweighted error rises to about 3.9 times its starting size without the floor, and 2.9 times with it, before it decays. The numerical check compares the measured error factors of the metal, and that of the insulator without the floor, with the eigenvalues of the dielectric matrix.

## Divergence is not the same as bad conditioning

At 40 bohr the floored metal diverges with \(\kappa=4.62\), while the insulator without a floor converges with \(\kappa=5.19\). The metal's trouble at this length is the absolute size of the step. Scaling the whole mixer by 0.755 restores convergence, with the factor

\[
\frac{4.615-1}{4.615+1}=0.644,
\]

which the SCF loop reproduces. At 640 bohr this remedy is poor. For large \(\kappa\) the best factor is about \(1-2/\kappa\), so a thousandfold reduction takes about \(\tfrac12\kappa\ln1000\approx3900\) steps.

Methods that combine several earlier residuals, such as Pulay or Broyden mixing, are not bound by the threshold in this form. In the linear regime they can replace \((1-\lambda)^N\) after \(N\) steps by another polynomial in \(\lambda\) that equals 1 at \(\lambda=0\), so \(\lambda>2\) no longer implies growth by itself. The wide spread of eigenvalues remains for that polynomial to handle.

## Choosing the floor

For a metal at fixed step, \(\lambda_{\max}<2\) can be read as a limit on the floor:

\[
A_{\min}<\frac{2}{1+k^2L^2/4\pi^2}.
\]

In this example the limit is 0.0060 at 160 bohr and 0.00038 at 640 bohr. For long cells it tends to \(2q^2/k^2\) with \(q=2\pi/L\), while the Kerker factor itself tends to \(Aq^2/q_0^2\). Their ratio is

\[
\frac{2q_0^2}{Ak^2}=\frac{2\times0.49}{0.5\times0.5095}\approx3.8 .
\]

A floor that is safe for a long metallic cell can thus raise the mixer for the longest wave by no more than about this factor, which leaves it little to do. A floor of 0.1 improves the conditioning of this insulator at every length in the table. It leaves this metal stable up to about 38 bohr, but with an error factor that approaches 1 in size near that length. In longer metallic cells the fixed-step loop needs the floor lowered as \(1/L^2\) or removed.

## Table of computed values

```
cell a = 5.0 bohr, area per wire = 25.0 bohr^2, 2 electrons/cell
metal kT = 0.01 Ry; insulator potential amplitude = 0.3 Ry
mixer: A = 0.5, q0 = 0.7 bohr^-1, A_min = 0.1
metal chemical potential = 0.3950 Ry
metal dn/dmu = 0.02028 bohr^-3 Ry^-1
metal screening wave number k = 0.7138 bohr^-1
insulator band gap = 0.2993 Ry
insulator macroscopic dielectric constant = 6.036
floor acts below q_c = 0.3500 bohr^-1, cells longer than 17.95 bohr
condition numbers: L (bohr) | metal Kerker, floor | insul. Kerker, floor
     20 |    1.486     1.486 |     2.288    2.026
     40 |    1.486     4.615 |     5.189    2.502
     80 |    1.486    17.755 |    16.725    2.826
    160 |    1.486    70.317 |    62.822    3.094
    320 |    1.486   280.566 |   247.193    3.127
    640 |    1.486  1121.564 |   984.674    3.136
L = 640 bohr, insulator, Kerker: smallest eigenvalue 5.9343e-04, formula 5.9364e-04
L = 640 bohr, metal, floor: largest eigenvalue 528.80, formula 528.79
insulator: largest dielectric eigenvalue 7.254, bound on condition number with floor 36.27
insulator with floor, L = 640 bohr: eigenvalues from 0.2801 to 0.8782
A_min = 0.05: L* from Bloch states 54.89 bohr, formula 54.97 bohr = 29.09 angstrom
A_min = 0.1: L* from Bloch states 38.26 bohr, formula 38.37 bohr = 20.30 angstrom
A_min = 0.2: L* from Bloch states 26.24 bohr, formula 26.41 bohr = 13.97 angstrom
largest safe floor for metal, L = 160 bohr: 0.00603
largest safe floor for metal, L = 640 bohr: 0.00038
SCF loop, metal: error factor per step, measured and predicted
  L = 35 bohr, floor 0.1: eigenvalue 1.6921, factor 0.6921, predicted 0.6921
  L = 40 bohr, floor 0.1: eigenvalue 2.1761, factor 1.1761, predicted 1.1761
  L = 40 bohr, floor 0.0: eigenvalue 0.5216, factor 0.4784, predicted 0.4784
  L = 40 bohr, floor 0.1, step scaled by 0.7554: factor 0.6438, predicted 0.6438
SCF loop, insulator, L = 40 bohr, no floor: factor 0.8874, predicted 0.8874
steps to cut insulator error 1000-fold: 74 without floor, 20 with floor
```
